# Fractional soliton charge from the Dirac mass angle

## 1. A fraction that does not depend on the width

A ring of 800 sites holds spinless electrons whose hopping alternates from bond to bond and whose site energy alternates from site to site. The sign of the bond alternation reverses at a soliton and reverses back at a distant antisoliton. Every level below zero energy is filled and every other level is empty. Diagonalization gives an excess of 0.291622 electrons around the soliton. The number is the same, to all printed digits, when the reversal is spread over 0.75, 12 or 22.5 Å.

Two things need explaining: why whole electrons in whole levels leave a fraction at the soliton, and why the fraction ignores the soliton's shape. The electrons are independent and the alternations are prescribed. We set $\hbar=1$; $N$ counts electrons in excess of the uniform filled sea, so the electric charge is $-eN$. Two independent spin species would double $N$.

## 2. From the chain to a Dirac mass

Let $a$ be the site spacing. The hopping between sites $n$ and $n+1$ is $-[t+(-1)^n\delta]$ and the site energy is $(-1)^n\varepsilon$, with $t>0$. This is the Rice-Mele chain. For uniform $\delta$,

$$(H\psi)_n=-t(\psi_{n+1}+\psi_{n-1})-(-1)^n\delta(\psi_{n+1}-\psi_{n-1})+(-1)^n\varepsilon\psi_n. \tag{1}$$

The minus sign inside the second bracket arises because the bond to the left of site $n$ carries $(-1)^{n-1}=-(-1)^n$.

The alternation couples the wave numbers $k$ and $k-\pi/a$, so we write

$$\psi_n=\left[A+(-1)^nB\right]e^{ikna},\qquad 0<ka<\pi. \tag{2}$$

The three terms of (1) act as follows.

- The $t$ term multiplies $A$ by $-2t\cos ka$ and $B$ by $+2t\cos ka$, since $(-1)^n$ changes sign between neighbours.
- The $\varepsilon$ term exchanges $A$ and $B$.
- In the $\delta$ term, the $A$ wave has $\psi_{n+1}-\psi_{n-1}=2i\sin ka\,Ae^{ikna}$, which adds $-2i\delta\sin ka\,A$ to the $B$ component. For the $B$ wave the difference has the opposite sign, which adds $+2i\delta\sin ka\,B$ to the $A$ component.

Since the upper right element of $\mathbf h\cdot\boldsymbol\sigma$ is $h_x-ih_y$, the Hamiltonian for $(A,B)$ is

$$H=\mathbf h\cdot\boldsymbol\sigma,\qquad \mathbf h=(\varepsilon,\,-2\delta\sin ka,\,-2t\cos ka). \tag{3}$$

Its levels are $\pm E$ with $E=|\mathbf h|$. The filled lower band holds one electron per two sites.

If $\varepsilon$ and $\delta$ are small against $t$, the states near the gap have $ka=\pi/2+pa$ with small $pa$. There $-2t\cos ka=2t\sin pa\approx 2ta\,p$ and $\sin ka\approx1$. Letting the masses vary slowly in space, with $p=-i\,d/dx$, we obtain

$$H=vp\,\sigma_z+M(\cos\theta\,\sigma_x-\sin\theta\,\sigma_y),\qquad v=2ta,\quad Me^{i\theta}=\varepsilon+2i\delta. \tag{4}$$

The upper component moves right and the lower one moves left. The angle $\theta$ records how the gap is shared between site and bond alternation.

## 3. Density produced by a slow parameter

Let $\mathbf h$ depend on a parameter $\lambda$ that acquires a weak modulation $\lambda_qe^{iqx}+\text{c.c.}$ The perturbation is $\mathbf w\cdot\boldsymbol\sigma$ times this modulation, with $\mathbf w=\partial_\lambda\mathbf h$. Unprimed quantities refer to $k$ and primed ones to $k+q$. With $\mathbf n=\mathbf h/E$, the band projectors are $P_\pm=(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$.

To first order a filled state acquires components in the empty band, with energy denominator $-(E+E')$. Mixing among filled states leaves the density unchanged. The part of the density proportional to $e^{iqx}$ has two sources: the filled state at $k$ overlaps with its correction at $k+q$, and the conjugated correction at $k-q$ overlaps with the filled state at $k$. After $k\to k+q$ in the second source,

$$\rho_q=-\lambda_q\int\frac{dk}{2\pi}\,\frac{\mathrm{Tr}[P_-P'_+\,\mathbf w\cdot\boldsymbol\sigma]+\mathrm{Tr}[P_+P'_-\,\mathbf w\cdot\boldsymbol\sigma]}{E+E'}. \tag{5}$$

The traces follow from $\mathrm{Tr}[(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)]=2\,\mathbf a\cdot\mathbf b$ and $\mathrm{Tr}[(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)(\mathbf c\cdot\boldsymbol\sigma)]=2i(\mathbf a\times\mathbf b)\cdot\mathbf c$:

$$\mathrm{Tr}[P_\mp P'_\pm\,\mathbf w\cdot\boldsymbol\sigma]=\tfrac12\left[\pm(\mathbf n'-\mathbf n)\cdot\mathbf w-i(\mathbf n\times\mathbf n')\cdot\mathbf w\right].$$

The first parts cancel in the sum, and

$$\rho_q=i\lambda_q\int\frac{dk}{2\pi}\,\frac{(\mathbf n\times\mathbf n')\cdot\mathbf w}{E+E'}. \tag{6}$$

For small $q$, $\mathbf n'=\mathbf n+q\,\partial_k\mathbf n$. The derivative of $1/E$ gives a vector along $\mathbf h$, which drops out of the cross product, so $\mathbf n\times\partial_k\mathbf n=\mathbf h\times\partial_k\mathbf h/E^2$. Since $iq\lambda_q$ is the Fourier component of $d\lambda/dx$,

$$\rho=\frac{d\lambda}{dx}\int\frac{dk}{2\pi}\,\frac{\mathbf h\cdot(\partial_k\mathbf h\times\partial_\lambda\mathbf h)}{2E^3}. \tag{7}$$

The integrand is the Berry curvature of the two-band problem, up to a sign convention. On a lattice the coupling between $k$ and $k+q$ differs from $\mathbf w$ by terms of order $q$. Each trace in (5) is itself of order $q$, because $P_-P_+=0$, so the difference enters at order $q^2$ and leaves (7) intact.

The response was computed about a constant $\lambda$, but that constant is arbitrary. To first order in gradients the density must be a function of $\lambda$ times $d\lambda/dx$, and (7) supplies that function.

## 4. The Goldstone-Wilczek density

For the Dirac Hamiltonian (4) take $\lambda=\theta$. A constant shift of $\theta$ is produced by a rotation about $\sigma_z$, which changes neither $vp\,\sigma_z$ nor the density. It therefore suffices to expand about $\theta=0$, where $\mathbf h=(M,0,vk)$ and $\mathbf w=(0,-M,0)$. Then

$$(\mathbf n\times\mathbf n')_y=n_zn'_x-n_xn'_z=\frac{vkM-Mv(k+q)}{EE'}=-\frac{vqM}{EE'},$$

and (6) becomes

$$\rho_q=\frac{iq\theta_q}{2\pi}F,\qquad F=\int_{-\infty}^{\infty}dk\,\frac{vM^2}{EE'(E+E')}. \tag{8}$$

The integrand falls as $|k|^{-3}$, so no momentum cutoff is needed. To evaluate it, partial fractions give

$$\frac{1}{EE'(E+E')}=\frac1\pi\int_{-\infty}^{\infty}\frac{d\omega}{(\omega^2+E^2)(\omega^2+E'^2)}.$$

Next use $1/(XY)=\int_0^1dy\,[(1-y)X+yY]^{-2}$. With $\kappa=vk$, the bracket is $\omega^2+(\kappa+yvq)^2+M^2+y(1-y)v^2q^2$. After a shift of $\kappa$, the integral over the $(\omega,\kappa)$ plane is $\int d^2r\,(r^2+c^2)^{-2}=\pi/c^2$. Hence, with $s=vq/2M$,

$$F=\int_0^1\frac{dy}{1+4s^2y(1-y)}=\int_0^1\frac{dz}{1+s^2-s^2z^2}=\frac{\operatorname{arsinh}s}{s\sqrt{1+s^2}}. \tag{9}$$

The middle form uses $z=2y-1$ and evenness in $z$. The last uses $\tanh(\operatorname{arsinh}s)=s/\sqrt{1+s^2}$.

As $q\to0$, $F\to1$, and

$$\rho(x)=\frac{1}{2\pi}\frac{d\theta}{dx}. \tag{10}$$

A modulation of $M$ has $\mathbf w=(1,0,0)$. Since $n_y=n'_y=0$, $(\mathbf n\times\mathbf n')_x=0$, and there is no linear density response at any $q$. Thus (10) is the complete first-gradient result even when $M$ varies.

For small $s$, (9) gives $F\approx1-2s^2/3$. For a modulated angle the local law therefore holds when the modulation is slow over the length $v/M$. Equation (9) was tested on a ring with $t=20$ eV and $M=0.5$ eV. With the angle modulated about $\theta=0.6$ rad, at $s=0.314$ the formula gives 0.93899 and the ring 0.93888; at $s=1.885$ they give 0.34583 and 0.34575. On the lattice the response depends weakly on the base angle: about $\theta=0$ the ring values are lower by 2 to $3\times10^{-4}$.

Counting states gives (10) another way. If $\theta=qx$, the mass couples a left mover of momentum $p$ to a right mover of momentum $p+q$. These are degenerate when $-vp=v(p+q)$, that is, at $p=-q/2$. The gap therefore opens at $\pm(k_F+q/2)$ instead of $\pm k_F$, where $k_F=\pi/2a$. The states below it have density $(2k_F+q)/2\pi$, an excess of $q/2\pi$. The centre of the gap lies at the energy $vq/2$ of the degenerate pair, so these states are the negative levels only while $v|q|/2<M$; within that range the count holds for a uniform twist even when $q$ is not small against $M/v$. On the ring, one full turn of $\theta$ adds one level below the gap, and two turns the other way remove two. With 800 sites, $t=2$ eV and $M=0.5$ eV, 30 turns ($vq/2=0.47$ eV) add 30 negative levels, while 34 turns ($vq/2=0.53$ eV) add only 23.

## 5. Why the total survives when the local law fails

Let the masses approach nonzero constants on both sides of the soliton. Define $N$ by summing the excess density through a smooth window whose edges lie in the uniform regions; on the lattice this also averages out the staggered part of the density.

Deform the soliton slowly, within a finite region. The distant regions remain gapped and unperturbed, so the current through them vanishes up to terms exponentially small in the distance. $N$ can then change only if a level at the soliton crosses zero energy and is filled or emptied to restore the rule that negative levels are filled. Each such event changes $N$ by one.

Now choose the deformation that stretches the soliton to a large length $\ell$, keeping $M$ nonzero throughout. Corrections to (10) contain at least one more derivative. They are at most of order $1/\ell^2$ over a region of length $\ell$, and their contribution to the total vanishes as $\ell\to\infty$. Therefore

$$N=\frac{\Delta\theta}{2\pi}+\text{integer}, \tag{11}$$

where the integer counts the level crossings met on the way. This holds for a sharp soliton as well, although (10) does not describe its density. The fraction is a property of the two asymptotic regions; the integer depends on the path of the mass between them and on the filling of gap levels.

## 6. The Jackiw-Rebbi soliton

Set $\varepsilon=0$ and let $\delta$ run from $-\delta_0$ to $\delta_0$, with $\delta_0>0$. A zero-energy state $\chi$ of (4) obeys

$$-iv\sigma_z\chi'-2\delta\,\sigma_y\chi=0.$$

Multiplying by $i\sigma_z$ and using $\sigma_z\sigma_y=-i\sigma_x$ gives

$$v\chi'=2\delta\,\sigma_x\chi. \tag{12}$$

A state that decays on both sides must have $\sigma_x\chi=-\chi$, and then

$$\chi(x)\propto\exp\left[-\frac{2}{v}\int_0^x\delta(x')\,dx'\right]\begin{pmatrix}1\\-1\end{pmatrix}. \tag{13}$$

By (2), this state lives on the odd sites.

At $\varepsilon=0$, changing the sign of the amplitude on every odd site reverses the energy but not the density of a state. The negative and positive levels thus contribute equal densities. All states together contribute one electron per site, so near the soliton

$$2\rho_-(n)+|\chi_n|^2=1,\qquad \rho_-(n)-\tfrac12=-\tfrac12|\chi_n|^2, \tag{14}$$

where $\rho_-(n)$ is the density of the negative levels. Summing over $n$ gives $N=-\tfrac12$ with the zero mode empty and $N=+\tfrac12$ with it filled. The zero mode takes half its weight from each band. The ring gives $-0.500000$ and $0.500000$.

The mass vanishes at the centre of this soliton, so $\theta$ is undefined there. A small $\varepsilon$ removes the difficulty. For $\varepsilon>0$ the angle passes from $-\pi/2$ through $0$ to $\pi/2$, and $\Delta\theta/2\pi=+\tfrac12$. For $\varepsilon<0$ it turns through $\pi$ the other way, giving $-\tfrac12$. Since $\sigma_x\chi=-\chi$, the term $\varepsilon\sigma_x$ moves the level to $-\varepsilon$: filled in the first case, empty in the second. The two descriptions agree, including the integer.

## 7. The Rice-Mele soliton

Keep $\varepsilon>0$ constant. Now $\theta$ runs from $-\theta_0$ to $\theta_0$ with $\tan\theta_0=2\delta_0/\varepsilon$, so

$$N=\frac{2\theta_0}{2\pi}=\frac1\pi\arctan\frac{2\delta_0}{\varepsilon}. \tag{15}$$

No further integer appears. On the lattice, $H$ is the hopping part $T$ plus $\varepsilon\Gamma$, where $\Gamma$ multiplies site $n$ by $(-1)^n$. Hopping joins even sites to odd ones, so $T\Gamma=-\Gamma T$ and

$$H^2=T^2+\varepsilon^2. \tag{16}$$

Hence $|E|\ge\varepsilon$ for any profile $\delta(x)$, and no level crosses zero as the soliton is stretched. This explains the insensitivity to width in Section 1.

Take the round values $t=2$ eV, $a=1.5$ Å, $\delta_0=0.2$ eV and $\varepsilon=0.3$ eV. Then $v=2\times2\times1.5=6$ eV Å, $M=\sqrt{0.3^2+0.4^2}=0.5$ eV and $v/M=12$ Å. The angle is $\theta_0=\arctan(4/3)=0.92730$, so

$$N=\frac{1.85459}{2\pi}=0.295167.$$

The soliton level on the ring lies at $-0.300000$ eV, as expected.

This Dirac value is irrational. If $\arctan(4/3)/\pi$ were a fraction $m/r$ with $r>0$, then $(3+4i)^r=5^re^{i\pi m}$ would be real. But

$$(3+4i)^2=-7+24i=(3+4i)+5(-2+4i). \tag{17}$$

Multiplying repeatedly by $3+4i$ shows that every positive power equals $3+4i$ plus five times an integer complex number. Its imaginary part leaves remainder 4 on division by 5 and cannot vanish.

In general (15) varies continuously between 0 and $\tfrac12$. For $\varepsilon\gg2\delta_0$ it falls as $2\delta_0/\pi\varepsilon$, because the reversal then hardly turns the mass. This describes the chain only while $\varepsilon\ll t$; for $\varepsilon\gg t$ the lattice result (19) below falls faster, as $t\delta_0/\varepsilon^2$ (0.0038 instead of 0.0127 at $\varepsilon=10$ eV). For $\varepsilon\to0^+$ it tends to $\tfrac12$; at $\varepsilon=0.01$ eV the formula gives 0.49204. The whole ring still holds a whole number of electrons, since the antisoliton turns the angle back and carries $-N$.

The same end points can be joined by turning the mass the other way round the origin, which requires $\varepsilon$ to change sign inside the soliton. Then $\Delta\theta=2\theta_0-2\pi$, and for a slow turn $N=0.295167-1=-0.704833$. With this winding spread over 22.5 Å, the ring gives $-0.708378$ and has one level fewer below zero. Since $\varepsilon$ now varies, (16) no longer keeps levels away from zero. When the same turn is compressed to 0.75 Å, a level has crossed zero and the ring gives 0.291622 again: the fraction is unchanged and the integer in (11) has moved by one.

## 8. The charge on the lattice

The ring gives 0.291622 where (15) gives 0.295167. The invariance argument of Section 5 does not allow this difference to be blamed on the soliton's width. Its origin is the Dirac approximation (4), which keeps only the wave numbers near the gap. Equation (7) can instead be used with the full vector (3) and $\lambda=\delta$:

$$\partial_k\mathbf h=(0,\,-2\delta a\cos ka,\,2ta\sin ka),\qquad \partial_\delta\mathbf h=(0,\,-2\sin ka,\,0).$$

Their cross product is $(4ta\sin^2ka,0,0)$, so with $\varphi=ka$

$$\frac{dN}{d\delta}=\frac1{2\pi}\int_0^\pi d\varphi\,\frac{2t\varepsilon\sin^2\varphi}{E^3},\qquad E^2=4t^2\cos^2\varphi+\varepsilon^2+4\delta^2\sin^2\varphi. \tag{18}$$

Let $D^2=4t^2\cos^2\varphi+\varepsilon^2$. Since $d(\delta/E)/d\delta=D^2/E^3$, integration from $-\delta_0$ to $\delta_0$ gives

$$N_{\rm lat}=\frac1{2\pi}\int_0^\pi d\varphi\,\frac{4t\varepsilon\delta_0\sin^2\varphi}{D^2E_0}, \tag{19}$$

where $E_0$ is $E$ at $\delta=\delta_0$. The integral equals 0.291622, in agreement with diagonalization for all three widths. The electric charge is $-0.2916\,e=-4.672\times10^{-20}$ C.

For a small gap, (18) is dominated by $\varphi=\pi/2+u$ with small $u$. There $\sin^2\varphi\approx1$ and $\cos^2\varphi\approx u^2$. With $\int_{-\infty}^{\infty}dz\,(z^2+M^2)^{-3/2}=2/M^2$ and $z=2tu$,

$$\frac{dN}{d\delta}\approx\frac{\varepsilon}{2\pi}\,\frac{2}{M^2}=\frac{\varepsilon}{\pi(\varepsilon^2+4\delta^2)}, \tag{20}$$

whose integral is (15). In the example the Dirac value is 0.0035 too large, or 1.2% of itself. Reducing $\varepsilon$ and $\delta_0$ together by a factor of 8 lowers the discrepancy to $9.4\times10^{-5}$. The irrationality proof applies to (15); whether (19) is irrational at these particular parameters is not settled here. Since (19) varies continuously with $\varepsilon$ and is not constant, it too takes irrational values.

The local density is more demanding than the total. For $\delta=\delta_0\tanh(x/w)$, the central slope is $\theta'=2\delta_0/(\varepsilon w)$. At $w=60$ Å, (10) gives

$$\rho(0)=\frac{0.4}{2\pi\times0.3\times60}=0.00354\ \text{Å}^{-1}.$$

The lattice law (18), multiplied by $d\delta/dx$, gives 0.00350 Å$^{-1}$, while diagonalization gives 0.00327 Å$^{-1}$. The remaining difference comes from higher gradients. Its largest value along the soliton, relative to the peak density, falls from 6.8% to 2.2% when $w$ is doubled. At the centre the mass has dropped to $\varepsilon$, so the relevant length there is $v/\varepsilon=20$ Å, longer than the 12 Å of the uniform regions. Higher gradients redistribute the electrons within the soliton without changing their number.

## Values computed for the example and the checks

```
hopping t = 2.00 eV, site spacing a = 1.50 angstrom
delta0 = 0.20 eV, eps = 0.30 eV
Dirac velocity v = 6.00 eV angstrom
mass M = 0.500 eV, length v/M = 12.00 angstrom
asymptotic angle theta0 = 0.92730 rad
angle change across soliton = 1.85459 rad
Dirac soliton number N = 0.295167 electrons
lattice integral N = 0.291622 electrons
lattice minus Dirac = -0.003545 electrons
ring, width 0.75 angstrom: N = 0.291622 electrons
ring, width 12.00 angstrom: N = 0.291622 electrons
ring, width 22.50 angstrom: N = 0.291622 electrons
soliton level (last width) = -0.300000 eV
electric charge, lattice = -4.6723e-20 C
M = 0.5000 eV: lattice minus Dirac = -3.545e-03
M = 0.2500 eV: lattice minus Dirac = -1.092e-03
M = 0.1250 eV: lattice minus Dirac = -3.247e-04
M = 0.0625 eV: lattice minus Dirac = -9.410e-05
eps = 0.10 eV: ring N = 0.42076, Dirac N = 0.42202
eps = 0.01 eV: ring N = 0.49192, Dirac N = 0.49204
eps = 0, zero mode empty: N = -0.500000 electrons
eps = 0, zero mode filled: N = 0.500000 electrons
reverse winding: ring N = -0.708378 electrons
reverse winding: Dirac N = -0.704833 electrons
uniform twist of 1 turns adds 1 electrons
uniform twist of -2 turns adds -2 electrons
response test: t = 20.0 eV, M = 0.50 eV
s = 0.3142: F formula 0.93899, ring 0.93888, modulus response 3.4e-04
s = 0.9425: F formula 0.64868, ring 0.64858, modulus response 3.3e-04
s = 1.8850: F formula 0.34583, ring 0.34575, modulus response 3.0e-04
width 60 angstrom: central density 0.003266 per angstrom
  Dirac theta'/2pi = 0.003537 per angstrom, lattice law = 0.003502
  largest deviation from lattice law / peak = 0.0676
width 120 angstrom: central density 0.001712 per angstrom
  Dirac theta'/2pi = 0.001768 per angstrom, lattice law = 0.001751
  largest deviation from lattice law / peak = 0.0223
```
